# ZORA for Hydrogen-Like Ions: Two Proofs That Scaled Energies Are Exact

## Definitions and conventions

Hartree atomic units are used, with $c$ the speed of light. An electron moves in a potential energy $V(\mathbf r)$. The Dirac energy $E$ is measured from the rest energy, so a bound electron has $E<0$. With two-component spinors $\varphi$ (large) and $\chi$ (small), the Dirac equation is

$$V\varphi+c\,\sigma\!\cdot\!p\,\chi=E\varphi,\qquad c\,\sigma\!\cdot\!p\,\varphi+(V-2c^2)\chi=E\chi. \tag{1}$$

The exactness result concerns one electron and a point nucleus, $V=-Z/r$ with $0<Z<c$. Bound solutions are the regular ones, whose radial functions start as $r^{\gamma}$ with $\gamma=\sqrt{\kappa^2-Z^2/c^2}>0$; $\kappa$ is the angular quantum number defined below. This choice must be stated because for $\gamma<1/2$ the solution starting as $r^{-\gamma}$ is also normalizable.

Let $\varepsilon$ be a bound eigenvalue of the zeroth-order regular approximation (ZORA), $\varphi$ its normalized eigenfunction, and

$$N=\Big\langle\varphi\Big|\sigma\!\cdot\!p\,\frac{c^2}{(2c^2-V)^2}\,\sigma\!\cdot\!p\Big|\varphi\Big\rangle. \tag{2}$$

The two statements to be proved are

$$\varepsilon=\frac{2c^2E}{2c^2+E},\qquad E_s\equiv\frac{\varepsilon}{1+N}=E. \tag{3}$$

Here $E$ is the signed energy. In terms of a positive binding energy $B=-E$, the first formula reads $\varepsilon=-2c^2B/(2c^2-B)$. The second statement does not follow from the first alone: $N$ must also be found.

## From the Dirac equation to ZORA

The second equation of (1) gives $(2c^2+E-V)\chi=c\,\sigma\!\cdot\!p\,\varphi$. Dividing and inserting $\chi$ into the first equation,

$$\Big[V+\sigma\!\cdot\!p\,\frac{c^2}{2c^2+E-V}\,\sigma\!\cdot\!p\Big]\varphi=E\varphi. \tag{4}$$

This is still exact, but $E$ appears inside the operator. Factor $2c^2-V$ out of the denominator and use the geometric series:

$$\frac{c^2}{2c^2+E-V}=\frac{c^2}{2c^2-V}\,\frac{1}{1+\frac{E}{2c^2-V}}
=\frac{c^2}{2c^2-V}\sum_{k=0}^{\infty}\Big(\frac{-E}{2c^2-V}\Big)^k. \tag{5}$$

If $V\le0$, then $|E|/(2c^2-V)\le|E|/2c^2$, so the series converges at every point when $|E|<2c^2$. An expansion in $(E-V)/2c^2$ would instead require $|E-V|<2c^2$. For the Coulomb potential this fails at $r<Z/(2c^2-E)$, where $E+Z/r>2c^2$.

Keeping $k=0$ gives the ZORA equation,

$$\Big[V+\sigma\!\cdot\!p\,\frac{c^2}{2c^2-V}\,\sigma\!\cdot\!p\Big]\varphi=\varepsilon\varphi. \tag{6}$$

Where $|V|\ll2c^2$ the kinetic operator becomes $(\sigma\!\cdot\!p)^2/2=p^2/2$. Near the nucleus the factor $c^2/(2c^2-V)$ falls to zero, which regularizes the operator.

The $k=1$ term of (5) is $-E\,c^2/(2c^2-V)^2$. Taking its expectation value in the ZORA function, and using the corrected energy $E_s$ as its coefficient, gives

$$E_s=\varepsilon-E_sN\quad\Longrightarrow\quad E_s=\frac{\varepsilon}{1+N}. \tag{7}$$

This is scaled ZORA. The number $N$ is also the squared norm of the ZORA small component $\chi=c\,\sigma\!\cdot\!p\,\varphi/(2c^2-V)$, so $1+N$ is the squared norm of the four-component function. For a general potential, (7) is an approximation.

## First derivation: coordinate scaling

Replace $E$ inside the operator of (4) by a free parameter $w>-2c^2$:

$$H(w)=V+\sigma\!\cdot\!p\,\frac{c^2}{2c^2+w-V}\,\sigma\!\cdot\!p,\qquad H(w)\varphi_w=\lambda(w)\varphi_w. \tag{8}$$

A ZORA level is $\varepsilon=\lambda(0)$. A Dirac level satisfies $\lambda(E)=E$.

Let $f$ be a ZORA eigenfunction. Set $\nu=1+w/2c^2>0$, $\mathbf x=\nu\mathbf r$, and try $\varphi_w(\mathbf r)=f(\mathbf x)$. Each ingredient transforms as follows:

- Since $\partial/\partial\mathbf r=\nu\,\partial/\partial\mathbf x$, the momentum is $p_r=\nu p_x$.
- The potential is $-Z/r=-\nu Z/x$.
- Since $2c^2+w=2c^2\nu$, the denominator is $2c^2+w+Z/r=\nu(2c^2+Z/x)$.

The kinetic term has two factors $\nu$ from the momenta and one factor $1/\nu$ from the denominator. Therefore

$$H(w)\varphi_w=\nu\Big[-\frac Zx+\sigma\!\cdot\!p_x\frac{c^2}{2c^2+Z/x}\sigma\!\cdot\!p_x\Big]f(\mathbf x)=\nu\varepsilon f(\mathbf x),$$

and hence

$$\lambda(w)=\Big(1+\frac{w}{2c^2}\Big)\varepsilon. \tag{9}$$

The scaling can be inverted and preserves both normalizability and the behaviour at the origin, so it relates all bound levels one to one. At $w=E$, the condition $\lambda(E)=E$ becomes

$$E=\Big(1+\frac{E}{2c^2}\Big)\varepsilon
\quad\Longrightarrow\quad
\varepsilon=\frac{2c^2E}{2c^2+E}. \tag{10}$$

Collecting the terms in $E$ instead gives the inverse,

$$E\Big(1-\frac{\varepsilon}{2c^2}\Big)=\varepsilon
\quad\Longrightarrow\quad E=\frac{\varepsilon}{1-\varepsilon/2c^2}. \tag{11}$$

For every $\varepsilon<0$ this $E$ lies between $-2c^2$ and $0$, as the scaling requires. Subtracting $E$ from (10),

$$\varepsilon-E=\frac{2c^2E-E(2c^2+E)}{2c^2+E}=-\frac{E^2}{2c^2+E}<0, \tag{12}$$

so ZORA binds every hydrogenic level too strongly. For $|E|\ll2c^2$ the error is approximately $-E^2/2c^2$.

It remains to find $N$. Take $\varphi_w$ normalized and differentiate $\lambda(w)=\langle\varphi_w|H(w)|\varphi_w\rangle$. The terms in which the function is differentiated add up to $\lambda\,d\langle\varphi_w|\varphi_w\rangle/dw=0$, provided that $H(w)$ may be moved from one side of the scalar product to the other. The surface terms this produces vanish at infinity because bound functions decay. Near the origin $\varphi_w$ and its parameter derivative behave as $r^{\gamma-1}$, the gradient as $r^{\gamma-2}$, and the kinetic factor as $r$. With the surface area, proportional to $r^2$, each boundary term is at most of order $r^{2\gamma}$ and also vanishes. What remains is the derivative of the operator:

$$\lambda'(0)=-\Big\langle\varphi\Big|\sigma\!\cdot\!p\frac{c^2}{(2c^2-V)^2}\sigma\!\cdot\!p\Big|\varphi\Big\rangle=-N. \tag{13}$$

Equation (9) gives $\lambda'(0)=\varepsilon/2c^2$. Thus $N=-\varepsilon/2c^2$, and

$$E_s=\frac{\varepsilon}{1+N}=\frac{\varepsilon}{1-\varepsilon/2c^2}=E$$

by (11). This proves both parts of (3).

The result has a simple reading. To solve $g(w)=\lambda(w)-w=0$ by Newton's method from $w=0$, the first step leads to $-g(0)/g'(0)=\varepsilon/(1+N)=E_s$. Newton's step is exact for a linear function, and $\lambda$ is linear for the Coulomb potential.

## Second derivation: solving the radial equations

This derivation uses neither a change of coordinates nor a derivative with respect to $w$. Dirac and ZORA are both written as

$$c\,\sigma\!\cdot\!p\,\varphi=(A+Z/r)\chi,\qquad c\,\sigma\!\cdot\!p\,\chi=(-B+Z/r)\varphi, \tag{14}$$

with positive constants

$$\text{Dirac: }A=2c^2+E,\ B=-E;\qquad \text{ZORA: }A=2c^2,\ B=-\varepsilon. \tag{15}$$

**Separation of angles.** Let $\sigma_r=\sigma\cdot\hat{\mathbf r}$ and $\mathbf L=\mathbf r\times\mathbf p$. Since $\sigma_r^2=1$, the product rule for Pauli matrices gives

$$\sigma\!\cdot\!p=\sigma_r(\sigma_r\,\sigma\!\cdot\!p)=-i\sigma_r\Big(\partial_r-\frac{\sigma\!\cdot\!L}{r}\Big).$$

Let $\Omega_\kappa$ be a spin-angular function of definite $j$ and $l$, with $\sigma\!\cdot\!L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$. From $\sigma\!\cdot\!L=j(j+1)-l(l+1)-3/4$, one finds $\kappa=-(l+1)$ for $j=l+1/2$ and $\kappa=l$ for $j=l-1/2$. Multiplication by $\sigma_r$ keeps $j$ and reverses parity, hence exchanges the two values of $l$ and changes the sign of $\kappa$. Define $\Omega_{-\kappa}=-\sigma_r\Omega_\kappa$. Then

$$\sigma\!\cdot\!p\,\frac Pr\Omega_\kappa=-i\sigma_r\Big[\frac{P'}r-\frac P{r^2}+\frac{(\kappa+1)P}{r^2}\Big]\Omega_\kappa=\frac ir\Big(P'+\frac{\kappa P}r\Big)\Omega_{-\kappa}.$$

With $\varphi=(P/r)\Omega_\kappa$ and $\chi=i(Q/r)\Omega_{-\kappa}$, equations (14) become

$$P'+\frac{\kappa}{r}P=\frac1c\Big(A+\frac Zr\Big)Q,\qquad
Q'-\frac{\kappa}{r}Q=\frac1c\Big(B-\frac Zr\Big)P. \tag{16}$$

The factor $i^2=-1$ in the second equation has reversed the sign of its right-hand side.

**Power series.** At large $r$, (16) reduces to $P'=AQ/c$ and $Q'=BP/c$, so the decaying solution behaves as $e^{-kr}$ with $k=\sqrt{AB}/c$, up to powers of $r$. Insert $P=e^{-kr}\sum_jp_jr^{\gamma+j}$ and $Q=e^{-kr}\sum_jq_jr^{\gamma+j}$. After multiplication by $r$, the coefficients of $r^{\gamma+j}$ give

$$(\gamma+j+\kappa)p_j-\frac Zcq_j=kp_{j-1}+\frac Acq_{j-1},$$
$$(\gamma+j-\kappa)q_j+\frac Zcp_j=kq_{j-1}+\frac Bcp_{j-1}. \tag{17}$$

At $j=0$ the right-hand sides are absent. A nonzero solution requires $\gamma^2-\kappa^2+Z^2/c^2=0$, which is the stated $\gamma$.

Put $s=\sqrt{A/B}$. Then $sB/c=k$ and $sk=A/c$. Subtracting $s$ times the second line from the first therefore cancels both right-hand terms:

$$\Big(\gamma+j+\kappa-\frac{sZ}c\Big)p_j=\Big[s(\gamma+j-\kappa)+\frac Zc\Big]q_j. \tag{18}$$

If the series does not end, (18) gives $q_j/p_j\to1/s$ at large $j$. The first line of (17) then gives $jp_j/p_{j-1}\to k+A/(cs)=2k$. The coefficients eventually have one sign and grow like those of $e^{2kr}$, so $P$ grows like $e^{kr}$, up to powers of $r$. A bound state therefore needs a last pair $(p_n,q_n)$.

The vanishing of the next pair in (17) requires $kp_n+Aq_n/c=0$, or $q_n=-p_n/s$. Substitution into (18) at $j=n$ gives

$$\gamma+n+\kappa-\frac{sZ}c=-(\gamma+n-\kappa)-\frac{Z}{cs}
\ \Longrightarrow\ 2(\gamma+n)=\frac Zc\Big(s-\frac1s\Big). \tag{19}$$

For $n\ge1$ this condition is also sufficient. Since $\gamma>|\kappa|-1$ for $Z<c$, the bracket in (18) is positive, and (18) with (19) returns $q_n=-p_n/s$. The right-hand sides of (17) for the next pair then vanish, while its determinant $(\gamma+n+1)^2-\gamma^2$ is positive, so that pair is zero.

For $n=0$, the positive solution of (19) is $s=c(\gamma+|\kappa|)/Z$. The $j=0$ line of (17) gives $q_0/p_0=c(\gamma+\kappa)/Z$. This equals $-1/s$ for $\kappa<0$, but $+s$ for $\kappa>0$. Thus $n=0$ is allowed for negative $\kappa$ and excluded for positive $\kappa$, in Dirac and ZORA alike.

The function $s-1/s$ increases with $s$, so (19) fixes a unique $s>1$ for each allowed $n$ and $|\kappa|$. Only the ratio $B/A=1/s^2$ is fixed, not $A$ and $B$ separately. By (15), it has the same value in both theories:

$$\frac{B}{A}=\frac{-E}{2c^2+E}=\frac{-\varepsilon}{2c^2}. \tag{20}$$

Multiplication by $-2c^2$ gives the first part of (3).

**The norm ratio.** Consider

$$G=(Ar+Z)Q^2-(Br-Z)P^2-2c\kappa PQ.$$

Its derivative is

$$G'=AQ^2-BP^2+2(Ar+Z)QQ'-2(Br-Z)PP'-2c\kappa(PQ)'.$$

Insert (16). The two terms proportional to $(Ar+Z)(Br-Z)PQ/(cr)$ cancel. The terms with $\kappa$ from $QQ'$ and $PP'$ are

$$2\kappa\Big(A+\frac Zr\Big)Q^2+2\kappa\Big(B-\frac Zr\Big)P^2=2c\kappa(PQ)',$$

because (16) also gives $c(PQ)'=(A+Z/r)Q^2+(B-Z/r)P^2$. They cancel the last term of $G'$, leaving

$$G'=AQ^2-BP^2. \tag{21}$$

Every term of $G$ vanishes at least as fast as $r^{2\gamma}$ at the origin and exponentially at infinity. Integration gives

$$\frac{\int_0^\infty Q^2dr}{\int_0^\infty P^2dr}=\frac BA. \tag{22}$$

For ZORA the left-hand side is $N$, since $N$ is the squared norm of $\chi$ when $\varphi$ is normalized. Hence $N=-\varepsilon/2c^2$. By (20), also $N=-E/(2c^2+E)$, so $1+N=2c^2/(2c^2+E)$ and $\varepsilon/(1+N)=E$. This completes the second proof.

For $1s$, $\kappa=-1$ and $n=0$, so $1/s=Z/[c(1+\gamma)]$. Therefore

$$\varepsilon_{1s}=-\frac{2c^2}{s^2}=-\frac{2Z^2}{(1+\gamma)^2}.$$

With $Z^2/c^2=1-\gamma^2$, equation (22) gives $N=(1-\gamma)/(1+\gamma)$, and $E=\varepsilon/(1+N)=c^2(\gamma-1)$.

## What each derivation assumes

Both proofs need one electron, a point nucleus, $Z<c$ and regular solutions. "Exact" means equal to the Dirac energy of this model, which omits nuclear size, recoil and quantum-electrodynamic corrections. The exactness concerns energies: by the scaling, the Dirac large component is $f(\mathbf r\,(1+E/2c^2))$ up to normalization, so the ZORA function $f$ is more contracted.

The first proof uses the homogeneity $V(\mathbf r/\nu)=\nu V(\mathbf r)$. The scaling step needs neither the separation of angles nor the level formula. Finding $N$ also needs permission to differentiate the eigenvalue, which was justified with the radial exponent $\gamma$. The second needs spherical symmetry and the explicit Coulomb form. In return it supplies the energies themselves and obtains $N$ from an integral identity. It also shows why $2s_{1/2}$ and $2p_{1/2}$ remain degenerate in ZORA: both have $|\kappa|=1$ and $n=1$.

The first proof also covers a constant $\Delta<2c^2$ added to the Coulomb potential. The ZORA operator becomes $\Delta+H(-\Delta)$, so by (9)

$$\varepsilon_\Delta=\Delta+\Big(1-\frac{\Delta}{2c^2}\Big)\varepsilon=\varepsilon+\Delta(1+N).$$

The ZORA level thus moves by more than $\Delta$ when $\Delta>0$. Because $\lambda$ is linear, its slope and hence $N$ are unchanged. Dividing by $1+N$ gives $E+\Delta$, the correct shift.

For a general potential, write $\lambda(E)=\varepsilon-NE+R$, where $R$ collects everything beyond the linear term. Since $\lambda(E)=E$, one has $(1+N)E=\varepsilon+R$ and

$$E_s-E=-\frac{R}{1+N}. \tag{23}$$

Screening introduces a length that does not scale with $r$. Equation (9) is then no longer available, and $R$ need not vanish.

## Worked example: $Z=80$

The numbers come from radial diagonalization, which checks both parts of (3) for five levels. With $2c^2=37557.730$ hartree, the $1s$ Dirac energy is $E=-3532.192$ hartree. The scale factor is

$$1+\frac{E}{2c^2}=1-\frac{3532.192}{37557.730}=0.905953,$$

so $\varepsilon=-3532.192/0.905953=-3898.87$ hartree. In keV, the Dirac and ZORA energies are $-96.116$ and $-106.094$. The ZORA error is $-366.68$ hartree, or 10.38% of $E$. This percentage is $N$ itself, because $\varepsilon=E(1+N)$:

$$N=\frac{3898.869}{37557.730}=0.103810,\qquad
E_s=\frac{-3898.869}{1.103810}=-3532.19\text{ hartree}.$$

The mean radius of the normalized Dirac large component is 0.01640 bohr. Multiplication by 0.905953 gives 0.01486 bohr, the ZORA value. The overlap of the two functions is 0.9968. The expansion in $(E-V)/2c^2$ would diverge inside 0.00195 bohr.

If series (5) is truncated after order $k$ and the resulting equation is solved self-consistently, the $1s$ errors for $k=0,1,2,3$ are $-366.68$, $-24.71$, $-1.952$ and $-0.158$ hartree. They are negative because, for $E<0$, every omitted kinetic term is positive.

The first-order error does not contradict the exactness of scaled ZORA. At the Dirac energy, the first-order operator has expectation value $\varepsilon-EN=E$ in the ZORA function. That function is not its eigenfunction, so relaxing it lowers the energy. Scaled ZORA keeps the function fixed.

Raising the potential by 100 hartree raises the ZORA level by 110.381 hartree, which is $100(1+N)$, and the scaled level by 100.000 hartree. For hydrogen $1s$, the ZORA error is only $-6.66\times10^{-6}$ hartree, close to $-E^2/2c^2$.

For the screened model $V=-80\,e^{-10r}/r$, with $r$ in bohr, the lowest $s$ level has $E=-2793.513$ and $\varepsilon=-3078.670$ hartree. The Coulomb formula would give $-3017.989$ hartree, so it fails by about 61 hartree. Likewise $N=0.1022$, whereas $-\varepsilon/2c^2=0.0820$. These two mismatches come mainly from the nearly constant rise of the potential close to the nucleus, where $V\approx-80/r+800$, and they do not measure the failure of scaled ZORA. A Coulomb potential raised by $\Delta=3532.192-2793.513=738.679$ hartree has the same Dirac energy; it gives $\varepsilon+\Delta(1+N)=-3083.51$ hartree, which misses the formula by 65.5 hartree, and $N=0.1038$ against $3083.51/2c^2=0.0821$, yet scaled ZORA is exact for it. The loss of exactness shows in $E_s-E$. Scaled ZORA lies 0.315 hartree above the Dirac energy, an error of 0.011% of $|E|$, compared with 10.2% for unscaled ZORA. By (23), the nonlinear remainder is $R=-1.1022\times0.3146=-0.347$ hartree. Scaling still removes most of the error in this model, but the result is no longer exact.

## Table of computed values

```
speed of light C = 137.035999 a.u.; 2C^2 = 37557.7301 hartree
Hydrogen-like ion, Z = 80, point nucleus; energies in hartree
state    Dirac E        ZORA eps       scaled ZORA    N
1s1/2   -3532.192093   -3898.869057   -3532.192093  0.1038100
2s1/2    -904.847783    -927.185713    -904.847783  0.0246869
2p1/2    -904.847783    -927.185713    -904.847783  0.0246869
2p3/2    -817.807495    -836.011374    -817.807495  0.0222594
3d3/2    -366.142710    -369.747302    -366.142710  0.0098448
largest |eps - 2C^2 E/(2C^2+E)| = 8.0e-11 hartree
largest |scaled ZORA - E| = 6.9e-11 hartree
1s level, Z = 80:
  gamma = 0.8119060; scale factor 1+E/(2C^2) = 0.9059530
  Dirac E = -96.1158 keV; ZORA = -106.0936 keV
  ZORA error eps - E = -366.6770 hartree = 10.381 % of E
  mean radius, Dirac large component = 0.0163988 bohr
  mean radius, ZORA = 0.0148566 bohr
  overlap of the two unscaled functions = 0.996807
  error of self-consistent truncation at order k, hartree:
    k = 0: -366.676964
    k = 1: -24.708888
    k = 2: -1.952208
    k = 3: -0.158195
  largest expansion parameter |E|/(2C^2) = 0.094047
  (E-V)/(2C^2) series diverges for r < 0.0019469 bohr
  potential raised by 100.0 hartree:
    ZORA level rises by 110.381003 hartree
    scaled ZORA level rises by 100.000000 hartree
Hydrogen 1s: E = -0.500006657, eps = -0.500013313 hartree
  eps - E = -6.657e-06 hartree
Screened model V = -80 exp(-10 r)/r, lowest s level:
  Dirac E = -2793.513332 hartree
  ZORA eps = -3078.669586 hartree
  2C^2 E/(2C^2+E) = -3017.988883 hartree
  N = 0.1022021; -eps/(2C^2) = 0.0819717
  scaled ZORA - E = 0.314578 hartree
  change with basis size = 4.8e-11 hartree
```
